# Final Grain Density for Constant Nucleation and Growth in Two Dimensions

A flat film in which nuclei appear at $2.0\times10^{-4}\ \mathrm{nm^{-2}\,s^{-1}}$ and grow at $1.0\ \mathrm{nm/s}$ needs 28 s to become 99 % crystalline. It ends with $3.0\times10^{-3}$ grains per $\mathrm{nm^2}$, the number that unhindered nucleation would deliver in 15 s. The missing nuclei had no free place in which to form. Counting the nuclei that do find free ground gives the final grain density.

## The model and what dimensions allow

The film is infinite, flat and wholly untransformed at $t=0$. Nuclei form at random places and times, independently of one another, at a constant rate $I$ per **untransformed** area and per time. Each grain starts with zero size and grows outward at the same constant speed $v$, stopping where it meets another grain. Grain boundaries do not move afterwards. The final density $N$ is the number of grains per total film area when nothing is left to transform.

The units of $I$ are $1/(\text{length}^2\,\text{time})$ and those of $v$ are length/time. In a product $I^a v^b$, time cancels if $a+b=0$. The length exponent is then $-2a+b=-3a$, which must equal $-2$ for an areal density. Hence $a=2/3$, $b=-2/3$, and

$$N=C\,(I/v)^{2/3}.$$

The number $C$ depends on how grains get in each other's way.

## First case: all nuclei present at the start

Let nuclei of density $n$ be scattered at random at $t=0$, with none forming later. A point is still untransformed at time $t$ if no nucleus lies within the distance $vt$, that is, within an area $A=\pi v^2t^2$ around it.

Put $M=nS$ nuclei independently into a large area $S$. Each misses $A$ with probability $1-A/S$, so all miss it with probability

$$\left(1-\frac{A}{S}\right)^{nS}\longrightarrow e^{-nA}\qquad(S\to\infty).$$

The untransformed fraction is therefore

$$U(t)=e^{-\pi n v^2t^2}.$$

*Limit.* At short times $U\approx1-\pi n v^2t^2$, which is the area left by separate discs. The exponential accounts for their overlap later on. The final density is $n$ whatever the speed: $v$ sets the duration and nothing else. For $v$ to affect the count, growth must compete with nucleation.

**Does blocking spoil the argument?** I have used free discs, whereas real grains stop each other. Let nucleus $j$, born at $t_j$ at position $\mathbf x_j$, be the first whose free disc reaches the point $\mathbf p$. Take any point $\mathbf q$ on the straight line from $\mathbf x_j$ to $\mathbf p$, and suppose another nucleus $k$ reached $\mathbf q$ earlier:

$$t_k+\frac{|\mathbf q-\mathbf x_k|}{v}<t_j+\frac{|\mathbf q-\mathbf x_j|}{v}.$$

Add $|\mathbf p-\mathbf q|/v$ to both sides. On the right the two distances add up to $|\mathbf p-\mathbf x_j|$, because the three points lie on a line. On the left the triangle inequality gives a sum of at least $|\mathbf p-\mathbf x_k|$. Thus

$$t_k+\frac{|\mathbf p-\mathbf x_k|}{v}<t_j+\frac{|\mathbf p-\mathbf x_j|}{v},$$

so $k$ would reach $\mathbf p$ before $j$, a contradiction. The whole line belongs to grain $j$, and nothing delays its arrival at $\mathbf p$. The argument needs equal speeds, but not equal birth times, so it also serves the next case.

## General case: nuclei keep appearing

Now nuclei form at the rate $I$, but only in untransformed area. Their positions depend on the earlier history, which prevents direct use of the Poisson formula. The remedy is to let *candidates* appear everywhere at the rate $I$, including inside existing grains. Candidates born in transformed area are phantoms; the others are real nuclei.

Phantoms may be given discs of their own without changing the transformed region. Suppose candidate $k$ is born inside the disc of $j$, so that $|\mathbf x_k-\mathbf x_j|\le v(t_k-t_j)$. A point $\mathbf y$ in the phantom's disc at time $t$ obeys $|\mathbf y-\mathbf x_k|\le v(t-t_k)$. Adding the two inequalities,

$$|\mathbf y-\mathbf x_j|\le|\mathbf y-\mathbf x_k|+|\mathbf x_k-\mathbf x_j|\le v(t-t_j).$$

The phantom's disc stays inside that of $j$. If $j$ is itself a phantom, the argument is repeated with the disc that covered $j$. A finite number of earlier candidates can be involved, so the chain ends at a real nucleus.

A point is thus untransformed at time $t$ if no candidate has reached it. A candidate born at time $s$ reaches it by $t$ if it lies within $v(t-s)$. The expected number of such candidates is, with $u=t-s$,

$$\int_0^t I\,\pi v^2(t-s)^2\,ds=\pi Iv^2\int_0^t u^2\,du=\frac{\pi Iv^2}{3}t^3 .$$

Candidates are independent, so the probability of finding none is

$$U(t)=e^{-\kappa t^3},\qquad \kappa=\frac{\pi Iv^2}{3}.$$

*Test of this stage.* With the values above, $\kappa=2.094\times10^{-4}\ \mathrm{s^{-3}}$. In 24 simulated periodic boxes of side 600 nm, each candidate was accepted or refused according to its distance from existing grains. The untransformed fractions at 10, 15 and 20 s were 0.810, 0.490 and 0.184; the formula gives 0.811, 0.493 and 0.187. The straight-line property was tested in the same boxes at 24,000 random points, each with a second point chosen on the line to its nucleus. Both points had the same owner every time.

## Counting the real nuclei

During $dt$, candidates appear at the density $I\,dt$, independently of everything that happened before. A fraction $U(t)$ of them falls on untransformed ground. The density of real nuclei born by time $t$ is therefore

$$N(t)=I\int_0^t e^{-\kappa s^3}\,ds .$$

No real nucleus is lost later. Its site is untransformed at its birth, so every other candidate would arrive there strictly later. Finitely many candidates can compete near the site in a bounded time, so the smallest of these delays is positive. A small disc around the site then belongs to the new grain, and that area is never taken away because boundaries do not move. The final density is $N=N(\infty)$.

For the integral set $x=\kappa s^3$, so that $s=\kappa^{-1/3}x^{1/3}$ and $ds=\tfrac13\kappa^{-1/3}x^{-2/3}dx$:

$$\int_0^\infty e^{-\kappa s^3}ds=\frac{\kappa^{-1/3}}{3}\int_0^\infty x^{-2/3}e^{-x}dx=\frac{\kappa^{-1/3}}{3}\,\Gamma\!\left(\tfrac13\right)=\Gamma\!\left(\tfrac43\right)\kappa^{-1/3}.$$

The last step uses $\Gamma(z+1)=z\Gamma(z)$ with $z=1/3$. Inserting $\kappa$,

$$N=\Gamma\!\left(\tfrac43\right)I\left(\frac{3}{\pi Iv^2}\right)^{1/3}
=\Gamma\!\left(\tfrac43\right)\left(\frac3\pi\right)^{1/3}\left(\frac Iv\right)^{2/3}.$$

The factors are $0.89298\times0.98475=0.8794$, so

$$\boxed{N\approx0.88\,(I/v)^{2/3}}$$

*Short-time limit.* Expanding the exponential gives $N(t)\approx It\,(1-\kappa t^3/4)$. At 10 s, $It=2.0\times10^{-3}\ \mathrm{nm^{-2}}$ and $\kappa t^3/4=0.052$, so $N(t)\approx1.90\times10^{-3}\ \mathrm{nm^{-2}}$, or 63 % of the final density. The full integral gives 63.2 % and the simulation 63.3 %. Most grains are born while most of the film is still untransformed.

*Test of the final law.* The 24 boxes held 26,032 grains and gave the prefactor 0.881, which is 0.2 % above the formula. Raising $I$ eightfold at fixed $v$, and then $v$ eightfold at fixed $I$, gave the exponents $0.669$ and $-0.670$, against $\pm0.667$.

The exponent has a direct reading. The time available for nucleation scales as $\kappa^{-1/3}\propto(Iv^2)^{-1/3}$. A higher rate $I$ produces nuclei faster but also shortens this time, leaving $I^{2/3}$. To double $N$ at fixed $v$, $I$ must rise by a factor of $2^{3/2}\approx2.8$.

## Numbers for a thin capacitor film

The example has a thickness of 10 nm and an anneal of 30 s at 723 K. Here $I/v=2.0\times10^{-4}\ \mathrm{nm^{-3}}$ and $(I/v)^{2/3}=3.42\times10^{-3}\ \mathrm{nm^{-2}}$, so

$$N=0.8794\times3.42\times10^{-3}\ \mathrm{nm^{-2}}=3.01\times10^{-3}\ \mathrm{nm^{-2}}=3.0\times10^{11}\ \mathrm{cm^{-2}}.$$

The mean grain area is $1/N=333\ \mathrm{nm^2}$. A disc of that area has the diameter $\sqrt{4/(\pi N)}=20.6$ nm. At the end of the anneal 0.35 % of the area is untransformed, and 99.96 % of the final number of grains have been born.

The opening number is $N/I=15$ s. It equals $\int_0^\infty U\,dt$, the mean time for which a point of the film remains open to nucleation.

A capacitor of 100 nm × 100 nm cut from the finished film contains 30 nuclei on average, together with parts of grains whose nuclei lie outside it. In this model, patterning the film before the anneal would raise the number of nuclei, by about 5 % for this size, because no grain could then grow in from outside; this assumes that the cut edges nucleate like the interior, which need not hold for etched sidewalls. Over the simulated windows of this size the standard deviation was 4.3, whereas independently placed nuclei would give 5.5. The candidates were independent, so the difference comes from refusing those born inside grains. The relative scatter between such capacitors is then 14 % in this model. For a side of 30 nm the mean is 2.7 nuclei, and an average density says little about a single device.

## Adding crystallites that exist beforehand

The first two cases combine when a density $n_0$ of randomly placed crystallites of negligible size is present at $t=0$. The expected numbers of arrivals add in the exponent:

$$N_{\rm tot}=n_0+I\int_0^\infty e^{-\pi n_0v^2t^2-\kappa t^3}\,dt .$$

For $I\to0$ this returns $n_0$, the first case. For small $n_0$, expand $e^{-\pi n_0v^2t^2}\approx1-\pi n_0v^2t^2$:

$$N_{\rm tot}\approx N+n_0\left[1-\pi Iv^2\int_0^\infty t^2e^{-\kappa t^3}dt\right].$$

The integral is $1/(3\kappa)=1/(\pi Iv^2)$, and the bracket vanishes. To first order, each early crystallite suppresses on average one later nucleus. This is why $n_0=5\times10^{-4}\ \mathrm{nm^{-2}}$, which is 17 % of $N$, raises the final count by just 2.8 %, in the formula and in the simulation alike.

## Giving the film a thickness

If all nuclei sit on the bottom face and grow as hemispheres, their traces on that face are the discs used above. The count there is unchanged for any thickness $h$. The top face shows fewer grains, because some are overgrown before reaching it. In three simulated boxes of side 300 nm with $h=10$ nm, 847 grains were visible on the bottom and 673 on the top, a ratio of 0.79. A top-view image would then understate $N$ by about a fifth.

Nuclei at different depths hinder each other less. If two sites differ in depth by $s$, a grain of age $u$ covers, at the other depth, a disc of squared radius $v^2u^2-s^2$, provided $u>s/v$. The factor $v^2t^3/3$ in the expected number is replaced by

$$G(s,t)=\int_{s/v}^{t}(v^2u^2-s^2)\,du=\frac{v^2t^3}{3}-s^2t+\frac{2s^3}{3v}\qquad(t>s/v),$$

and by zero before that. The last term collects $-s^3/(3v)$ and $+s^3/v$ from the lower limit.

With nucleation on both faces at the rate $I/2$ each, the total areal rate is held at $I$ and

$$N_{\rm faces}=I\int_0^\infty\exp\!\left\{-\frac{\pi I}{2}\left[G(0,t)+G(h,t)\right]\right\}dt .$$

*Limits.* For $h\to0$ both terms are equal and the two-dimensional result returns. For $h\to\infty$ the second term disappears, $\kappa$ is halved, and $N_{\rm faces}\to2^{1/3}N\approx1.26N$. This is right: two independent faces, each with half the rate, give $2\times(1/2)^{2/3}N$.

At $h=10$ nm the formula gives $+12.7\,\%$ and the simulation $+10.9\,\%$. The simulated density is thus 1.6 % below the formula. The Poisson counting error of the roughly 9,600 simulated grains is 1.0 %, and real nuclei scatter somewhat less than that, as the windows above showed. This run therefore tests the formula only to about 2 %. For nucleation spread evenly through the depth, again at total areal rate $I$, the exponent is $-\pi I$ times $G$ averaged over the depth of the earlier candidates, and the exponential is then averaged over the depth of the new one. The result is $+5.8\,\%$; the simulation gives $+5.0\,\%$. The shift is smaller because the depths differ less. For $t>h/v$, $G$ falls short of $v^2t^3/3$ by $s^2t-2s^3/(3v)$. The means of $s^2$ and $s^3$ are $h^2/6$ and $h^3/10$ for uniform depths, but $h^2/2$ and $h^3/2$ for the two faces. At $t=15$ s the mean shortfall is therefore 183 $\mathrm{nm^2\,s}$ for uniform depths and 417 $\mathrm{nm^2\,s}$ for the two faces.

## Letting the rates vary

**Delayed nucleation.** A dead time before any nucleation shifts the clock and leaves $N$ unchanged. A gradual rise does not. For the rate $I(1-e^{-t/\tau})$, the expected number of arrivals loses the part

$$\pi Iv^2\int_0^te^{-s/\tau}(t-s)^2ds=\pi Iv^2\left[\tau t^2-2\tau^2t+2\tau^3(1-e^{-t/\tau})\right],$$

obtained by integrating by parts twice. Calling the square bracket $B(t)$,

$$N_\tau=I\int_0^\infty(1-e^{-t/\tau})\,e^{-\kappa t^3+\pi Iv^2B(t)}\,dt .$$

For $\tau\to0$ the earlier result returns. For $\tau=5$ s the density falls by 7.7 %, and by 7.2 % in the simulation. Early nuclei are missing, but the film stays open longer, which replaces part of them.

**Unequal speeds.** Suppose every front advances at a speed between $v_{\min}$ and $v_{\max}$, with the same candidates in all cases. No point is reached sooner than it would be if all fronts moved at $v_{\max}$. Conversely, each candidate's site is transformed at its birth time at the latest, and the transformed region spreads from there at $v_{\min}$ or faster. The transformed regions are therefore nested. A candidate that finds free ground in the fast case also finds it in the actual case, and one that does so in the actual case also does in the slow case. Hence

$$0.88\,(I/v_{\max})^{2/3}\le N\le0.88\,(I/v_{\min})^{2/3}.$$

For speeds within ±20 % the bounds are $-11.4\,\%$ and $+16.0\,\%$. They limit the change and do not estimate it. A growth simulation on a square grid, in which grains really block one another, gave 534 grains with all speeds high, 594 with high and low speeds mixed at random, and 691 with all speeds low. With equal speeds $v$ it gave 591. So small a sample does not establish how a mixture of speeds changes the count in general.

These grid counts serve for comparison among themselves. The equal-speed value lies 9 % above the 541 grains expected from the formula. Growth by steps to eight neighbours makes octagons of area $2\sqrt2\,r^2$ instead of $\pi r^2$; since $N\propto\kappa^{-1/3}$, this accounts for about 4 %. I have not separated the rest into statistical scatter and the effect of the coarse grid.

**Temperature.** If $I\propto e^{-E_I/k_BT}$ and $v\propto e^{-E_v/k_BT}$, then

$$N\propto\exp\!\left[-\frac{2}{3}\,\frac{E_I-E_v}{k_BT}\right].$$

A hotter anneal gives more and smaller grains if $E_I>E_v$, and fewer if $E_I<E_v$. With the chosen values $E_I=3.0$ eV and $E_v=2.0$ eV, 10 K more raises $N$ by 15.7 %. When $E_I=E_v$, temperature changes the duration but not the density.

**Coarsening.** If boundaries do move after impingement and the squared diameter grows as $Kt$, then $N$ falls as the inverse of the squared diameter. Losing a tenth of the grains in 30 s requires

$$K=\frac{(20.6\ \mathrm{nm})^2\,(1/0.9-1)}{30\ \mathrm s}\approx1.6\ \mathrm{nm^2/s}.$$

This is a threshold for concern, not a value for any material.

## Beside a real hafnia capacitor

Ferroelectric hafnium-zirconium oxide films are commonly about 10 nm thick, lie between metal electrodes, and are crystallized by anneals of some tens of seconds at roughly 700 to 900 K. Lateral grain sizes are roughly 10 to 30 nm. The thickness, time and temperature of the example lie in this range. The values of $I$ and $v$ are round numbers chosen so that the film finishes within the anneal with grains of about this size; the 20.6 nm is therefore no prediction. The two-dimensional picture is strained, since the grains are just twice as wide as the film is thick. Sharing the same total nucleation rate between both electrodes would raise $N$ by about 13 %; a second electrode that also nucleates at the full rate $I$ would raise it by about 85 %, as the two-face formula gives with $I$ replaced by $2I$. Nuclei that start with a radius of 1 nm instead of zero have a head start of 1 s, which takes about 1 s from the 15 s of open time and lowers $N$ by 6 to 7 %. This holds if only the centre of a new nucleus must lie on free ground; if the whole nucleus must fit there, the loss is about 13 %. For the assumed energies, an anneal 10 K too hot raises $N$ by about 16 %. One that is 10 K too cold leaves about 31 % of the area untransformed after 30 s, so the formula for the final density does not yet apply. A heating ramp makes both $I$ and $v$ depend on time, and its effect has not been sized here. The diameter varies as $N^{-1/2}$, so small relative errors in $N$ are halved in the grain size. The numerical output below lists the main values used; the figures of this paragraph for a second electrode at full rate, for a finite starting radius and for the cold anneal are separate estimates and do not appear in it.

## Calculated quantities

```
Gamma(4/3) = 0.89298; (3/pi)^(1/3) = 0.98475
prefactor, formula = 0.87936
prefactor, simulation = 0.8810 from 26032 grains
simulated exponent of I = 0.669, of v = -0.670
nucleation rate I = 2.0e-04 nm^-2 s^-1
growth speed v = 1.0 nm/s
film thickness = 10 nm; anneal = 30 s at 723 K
I/v = 2.0e-04 nm^-3; (I/v)^(2/3) = 3.4200e-03 nm^-2
time scale (I v^2)^(-1/3) = 17.10 s
kappa = 2.0944e-04 s^-3
grain density N = 3.0074e-03 nm^-2 = 3.007e+11 cm^-2
mean grain area = 332.5 nm^2
equivalent grain diameter = 20.58 nm
untransformed at 10 s: formula 0.8110, simulation 0.8104
untransformed at 15 s: formula 0.4932, simulation 0.4898
untransformed at 20 s: formula 0.1872, simulation 0.1835
untransformed after anneal = 0.350 %
time to 99 % transformed = 28.02 s
share of grains born by 10 s: formula 0.6322, simulation 0.6334
share born by end of anneal = 0.99963
grains in 100 nm x 100 nm: formula mean 30.07
  simulated mean 30.13, std 4.28; Poisson std 5.48
Changes of N from neglected effects (formula; simulation):
nuclei on both faces: +12.7 %; +10.9 %
nuclei throughout film: +5.8 %; +5.0 %
nuclei on bottom face only, 848 grains born:
  seen on bottom 847, on top 673 (1 nm pixels); top/bottom 0.795
rate build-up time 5 s: -7.7 %; -7.2 %
initial crystallites 5e-04 nm^-2: +2.8 %; +2.8 %
speeds within +-20 %: bounds -11.4 % and +16.0 %
  grid counts: all fast 534, mixed 594, equal 591, all slow 691
activation energies: nucleation 3.0 eV, growth 2.0 eV
anneal hotter by 10 K: +15.7 %
coarsening constant for 10 % loss in anneal = 1.57 nm^2/s
```
